# Surface Potential Beyond Twice the Fermi Potential in a MOS Structure: test program

```python
# Result under test: in a MOS structure the surface potential s does not lock at
# 2F in strong inversion. It rises logarithmically with gate drive, the bulk
# charge saturates, and the tangent-extrapolated threshold lies above the
# classical value V0 = 2F + gamma*sqrt(2F) by
#   (s-2F) + (b-gamma*sqrt(2F)) - q*(2*sqrt(h)+gamma)/(gamma*exp((s-2F)/T)).
# Symbols: T thermal energy, F bulk Fermi potential, G gate voltage above flat
# band, q and b inversion and bulk charge divided by oxide capacitance,
# h squared surface field in units of 8*pi*N/eps_s, gamma body factor.
# Energies in eV, lengths in angstrom; voltages are energies of a unit charge.
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

temperature = 300.0
T = const.k * temperature / const.e
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2/(4 pi eps0), eV A
eps_s, eps_ox = 12.0, 4.0
n_i = 1e-14


def make_device(thickness, doping):
    F = T * np.log(doping / n_i)
    body = thickness / eps_ox * np.sqrt(8 * np.pi * eps_s * doping * coulomb)
    return SimpleNamespace(t=thickness, N=doping, F=F, body=body,
                           V0=2 * F + body * np.sqrt(2 * F))


def h_of(psi, d):
    v = psi / T
    return T * (v + np.expm1(-v)) + T * np.exp((psi - 2 * d.F) / T)


def surface_potential(G, d):
    return brentq(lambda s: s + d.body * np.sqrt(h_of(s, d)) - G,
                  0.5 * d.F, 2 * d.F + 20 * T, xtol=1e-13)


def inversion_charge(s, d):
    f = lambda p: np.exp((p - 2 * d.F) / T) / np.sqrt(h_of(p, d))
    return d.body / 2 * quad(f, d.F, s, epsabs=1e-12, epsrel=1e-10, limit=200)[0]


def bulk_charge(s, d):
    f = lambda p: -np.expm1(-p / T) / np.sqrt(h_of(p, d))
    parts = [(0.0, d.F), (d.F, 2 * d.F), (2 * d.F, s)]
    return d.body / 2 * sum(quad(f, lo, hi, epsabs=1e-11, limit=200)[0]
                            for lo, hi in parts)


def analyse(overdrive, d):
    G = d.V0 + overdrive
    s = surface_potential(G, d)
    q, b, h = inversion_charge(s, d), bulk_charge(s, d), h_of(s, d)
    hidden = q * (2 * np.sqrt(h) + d.body) / (d.body * np.exp((s - 2 * d.F) / T))
    extra_bulk = b - d.body * np.sqrt(2 * d.F)
    return SimpleNamespace(G=G, s=s, q=q, b=b, h=h, rise=s - 2 * d.F,
                           extra_bulk=extra_bulk, hidden=hidden,
                           shift=s - 2 * d.F + extra_bulk - hidden)


def poisson_on_grid(G, d, points=2000, depth=3000.0):
    """Finite-volume Newton solution in depth; returns s and q."""
    x = depth * np.sinh(7 * np.linspace(0, 1, points + 1)) / np.sinh(7)
    dx = np.diff(x)
    cell = np.empty(points)
    cell[0] = dx[0] / 2
    cell[1:] = (dx[1:] + dx[:-1]) / 2
    K = 4 * np.pi * coulomb / eps_s
    gate = eps_ox / (eps_s * d.t)
    width = np.sqrt(4 * d.F / (K * d.N))
    psi = 2 * d.F * np.clip(1 - x[:-1] / width, 0, None) ** 2
    n0 = n_i ** 2 / d.N
    for _ in range(300):
        holes = d.N * np.exp(-psi / T)
        electrons = n0 * np.exp(psi / T)
        rho = holes - electrons - (d.N - n0)
        flux = np.diff(np.append(psi, 0.0)) / dx
        residual = flux + K * rho * cell
        residual[1:] -= flux[:-1]
        residual[0] += gate * (G - psi[0])
        diagonal = -1 / dx - K * (holes + electrons) / T * cell
        diagonal[1:] -= 1 / dx[:-1]
        diagonal[0] -= gate
        bands = np.zeros((3, points))
        bands[0, 1:] = 1 / dx[:-1]
        bands[1] = diagonal
        bands[2, :-1] = 1 / dx[:-1]
        step = np.clip(solve_banded((1, 1), bands, -residual), -0.1, 0.1)
        psi += step
        if np.max(np.abs(step)) < 1e-11:
            break
    else:
        raise AssertionError("Poisson iteration did not converge")
    electrons = n0 * np.exp(psi / T)
    q = 4 * np.pi * coulomb * d.t / eps_ox * np.sum(electrons * cell)
    return psi[0], q


dev = make_device(100.0, 1e-7)
print(f"temperature {temperature:.0f} K, thermal energy T = {T:.5f} eV")
print(f"e^2/(4 pi eps0) = {coulomb:.4f} eV angstrom")
print(f"permittivities: semiconductor {eps_s:.0f}, oxide {eps_ox:.0f}")
print(f"doping {dev.N:.1e}, intrinsic density {n_i:.1e} angstrom^-3")
print(f"oxide thickness {dev.t:.0f} angstrom")
print(f"F = {dev.F:.4f} eV, 2F = {2*dev.F:.4f} eV")
print(f"gamma = {dev.body:.4f} eV^0.5")
print(f"gamma*sqrt(2F) = {dev.body*np.sqrt(2*dev.F):.4f} eV")
print(f"classical threshold V0 = {dev.V0:.4f} eV above flat band")

# The grid solution must reach 2F at the classical threshold.
s_grid0, q_grid0 = poisson_on_grid(dev.V0, dev)
assert abs(s_grid0 - 2 * dev.F) < 1e-4
print(f"at V0, depth-grid solution: s = {s_grid0:.4f} eV, q = {q_grid0:.4f} eV")

# Grid solution and its own tangent against the derived formulas.
print("overdrive D = G-V0; all entries in eV except rise/T")
print("   D     s-2F   rise/T    q       b     shift  grid shift")
grid_s, results = {}, {}
delta = 0.01
for D in (0.25, 0.5, 1.0, 2.0, 4.0):
    r = results[D] = analyse(D, dev)
    s_grid, q_grid = poisson_on_grid(r.G, dev)
    s_up, q_up = poisson_on_grid(r.G + delta, dev)
    s_dn, q_dn = poisson_on_grid(r.G - delta, dev)
    grid_s[D] = s_grid
    grid_shift = r.G - q_grid * 2 * delta / (q_up - q_dn) - dev.V0
    assert abs(s_grid - r.s) < 1e-4
    assert abs(q_grid - r.q) < 3e-4
    assert abs(r.G - r.s - r.b - r.q) < 1e-5
    assert abs(grid_shift - r.shift) < 1e-3
    log_slope = (s_up - s_dn) / np.log((r.G + delta - s_up) / (r.G - delta - s_dn))
    predicted = 2 * r.h / (np.exp(r.rise / T) + 1)
    assert abs(log_slope / predicted - 1) < 0.01
    print(f"{D:5.2f} {r.rise:7.4f} {r.rise/T:6.2f} {r.q:8.4f} {r.b:7.4f}"
          f" {r.shift:7.4f} {grid_shift:7.4f}")

# Logarithmic growth: slope against ln(G-s) approaches 2T from above.
slopes = []
for low, high in ((1.0, 2.0), (2.0, 4.0)):
    drop_ratio = ((dev.V0 + high - grid_s[high]) / (dev.V0 + low - grid_s[low]))
    slopes.append((grid_s[high] - grid_s[low]) / np.log(drop_ratio) / T)
    print(f"log slope, D {low:.0f} to {high:.0f} eV: {slopes[-1]:.3f} T")
assert 2.0 < slopes[1] < slopes[0] < 2.5

# Contributions at one overdrive, and the two-step explicit estimate.
one = results[1.0]
print(f"at D = 1 eV: s = {one.s:.4f} eV, G = {one.G:.4f} eV")
print(f"  oxide drop G-s = {one.G-one.s:.4f} eV, h = {one.h:.4f} eV")
print(f"  potential rise {one.rise:.4f} eV")
print(f"  added bulk charge {one.extra_bulk:.4f} eV")
print(f"  part hidden by the tangent {one.hidden:.4f} eV")
print(f"  extrapolated shift {one.shift:.4f} eV = {1000*one.shift:.0f} mV")
print(f"  q/D = {one.q:.4f} (locking predicts 1)")
estimate = 2 * dev.F
for count in (1, 2):
    argument = (((one.G - estimate) / dev.body) ** 2 - estimate + T) / T
    estimate = 2 * dev.F + T * np.log(argument)
    print(f"  log formula, substitution {count}: s = {estimate:.4f} eV")
assert abs(estimate - grid_s[1.0]) < 1e-3
print(f"  ds/dG = {1/(1+dev.body*(1+np.exp(one.rise/T))/(2*np.sqrt(one.h))):.4f}")

# The bulk charge saturates; the square-root charge-sheet form overstates it.
b_max = bulk_charge(2 * dev.F + 30 * T, dev)
b_formula = dev.body * np.sqrt(
    2 * dev.F + T * (np.log(2 * dev.F / T) + 2 * np.log(2) - 1))
assert abs(b_formula / b_max - 1) < 0.005
sheet = dev.body * np.sqrt(one.s - T)
assert sheet > one.b
print(f"saturated bulk charge: integral {b_max:.4f}, formula {b_formula:.4f} eV")
print(f"bulk charge at D = 1 eV: true {one.b:.4f}, square-root form {sheet:.4f} eV")

# The 0.1 eV claim is conditional on overdrive.
assert results[0.25].shift < 0.1 < results[1.0].shift
crossing = brentq(lambda D: analyse(D, dev).shift - 0.1, 0.25, 1.0)
print(f"shift reaches 0.1 eV (100 mV) at D = {crossing:.3f} eV")
print("other devices at D = 1 eV:")
for thickness, doping in ((50.0, 1e-7), (200.0, 1e-7), (100.0, 1e-8), (100.0, 1e-6)):
    other = make_device(thickness, doping)
    r = analyse(1.0, other)
    print(f"  t {thickness:.0f} angstrom, N {doping:.0e} angstrom^-3:"
          f" rise {r.rise:.4f}, shift {r.shift:.4f} eV")

# Degenerate electrons: the exponential is replaced by a Fermi integral.
band_density = 3e-5


def fermi_three_halves(eta):
    f = lambda z: z ** 1.5 / (1 + np.exp(z - eta))
    return quad(f, 0, max(eta, 0) + 40, limit=200)[0] / gamma_function(2.5)


def degenerate_balance(s):
    eta = (s - 2 * dev.F) / T - np.log(band_density / dev.N)
    h = (s - T + T * np.exp(-s / T)
         + T * band_density / dev.N * fermi_three_halves(eta))
    return s + dev.body * np.sqrt(h) - one.G


s_degenerate = brentq(degenerate_balance, 2 * dev.F, 2 * dev.F + 0.4)
assert s_degenerate > one.s
print(f"effective band density for degeneracy check {band_density:.1e} angstrom^-3")
print(f"surface electron density, Boltzmann {dev.N*np.exp(one.rise/T):.2e} angstrom^-3")
print(f"rise at D = 1 eV with Fermi-Dirac electrons {s_degenerate-2*dev.F:.4f} eV")
print("checks complete")
```

Running it gives:

```
temperature 300 K, thermal energy T = 0.02585 eV
e^2/(4 pi eps0) = 14.3996 eV angstrom
permittivities: semiconductor 12, oxide 4
doping 1.0e-07, intrinsic density 1.0e-14 angstrom^-3
oxide thickness 100 angstrom
F = 0.4167 eV, 2F = 0.8334 eV
gamma = 0.5210 eV^0.5
gamma*sqrt(2F) = 0.4756 eV
classical threshold V0 = 1.3090 eV above flat band
at V0, depth-grid solution: s = 0.8334 eV, q = 0.0076 eV
overdrive D = G-V0; all entries in eV except rise/T
   D     s-2F   rise/T    q       b     shift  grid shift
 0.25  0.0827   3.20   0.1535  0.4894  0.0605  0.0605
 0.50  0.1103   4.27   0.3708  0.4945  0.0908  0.0908
 1.00  0.1392   5.38   0.8382  0.4982  0.1201  0.1201
 2.00  0.1701   6.58   1.8049  0.5006  0.1500  0.1500
 4.00  0.2029   7.85   3.7706  0.5021  0.1816  0.1816
log slope, D 1 to 2 eV: 2.191 T
log slope, D 2 to 4 eV: 2.058 T
at D = 1 eV: s = 0.9726 eV, G = 2.3090 eV
  oxide drop G-s = 1.3364 eV, h = 6.5801 eV
  potential rise 0.1392 eV
  added bulk charge 0.0226 eV
  part hidden by the tangent 0.0417 eV
  extrapolated shift 0.1201 eV = 120 mV
  q/D = 0.8382 (locking predicts 1)
  log formula, substitution 1: s = 0.9790 eV
  log formula, substitution 2: s = 0.9722 eV
  ds/dG = 0.0430
saturated bulk charge: integral 0.5037, formula 0.5033 eV
bulk charge at D = 1 eV: true 0.4982, square-root form 0.5069 eV
shift reaches 0.1 eV (100 mV) at D = 0.622 eV
other devices at D = 1 eV:
  t 50 angstrom, N 1e-07 angstrom^-3: rise 0.1661, shift 0.1351 eV
  t 200 angstrom, N 1e-07 angstrom^-3: rise 0.1147, shift 0.1099 eV
  t 100 angstrom, N 1e-08 angstrom^-3: rise 0.1847, shift 0.1476 eV
  t 100 angstrom, N 1e-06 angstrom^-3: rise 0.1010, shift 0.1051 eV
effective band density for degeneracy check 3.0e-05 angstrom^-3
surface electron density, Boltzmann 2.18e-05 angstrom^-3
rise at D = 1 eV with Fermi-Dirac electrons 0.1421 eV
checks complete
```
